\section*{Four-Point Probe Correction for a Slab with an Insulating Back}

\section{The physical question}

Four metal tips stand in a row, with equal spacing $s$, on a semiconductor wafer. A current $I$ enters at tip 1 and leaves at tip 4, and the voltage $V=V_2-V_3$ is read between the inner tips. If the wafer is much thinner than $s$, the current spreads as in a sheet; if it is much thicker, the current spreads as in a half-space. A wafer whose thickness $t$ is close to $s$ does neither. We want the resistivity $\rho$ from $V/I$ for any ratio $t/s$, with a controlled numerical error.

The model is a homogeneous, isotropic, ohmic slab, $0<z<t$, without lateral edges. Both faces are insulating except at the tips, which are treated as points on $z=0$. Voltage tips draw no current. Laboratory units are used.

The method of images gives an infinite sum for the potential of each current tip, and that sum diverges. The voltage is nevertheless finite, and the way in which the divergence cancels determines how to compute it.

\section{From one source to a convergent difference}

\subsection{Images}

In a half-space, a current $I$ entering at a surface point crosses a hemisphere of area $2\pi r^2$. The radial field is $\rho I/(2\pi r^2)$, and integration from infinity gives
\begin{equation}
\phi(r)=\frac{\rho I}{2\pi r}.
\end{equation}
The slab has a second insulating face at $z=t$. Zero normal current there is obtained by reflecting the source to $z=2t$ with the same sign. This image must be reflected in $z=0$, giving $z=-2t$, and so on. The complete set lies at $z=2nt$ for all integers $n$, with equal strengths. It is symmetric about both faces, so the normal field vanishes on both. At lateral distance $r$ on the upper face, the images up to $|n|=N$ give
\begin{equation}
\phi_N(r)=\frac{\rho I}{2\pi}S_N(r),\qquad
S_N(r)=\sum_{n=-N}^{N}\frac{1}{\sqrt{r^2+4n^2t^2}} .
\end{equation}
For large $n$ each term approaches $1/(2|n|t)$, with a difference of order $|n|^{-3}$. The two sides together therefore give
\begin{equation}
S_N(r)=\frac{1}{t}\ln N+\text{a part with a finite limit}.
\end{equation}
For $r=1$ mm and $t=0.725$ mm, the sums at $N=10^3,10^4,10^5$ are $11.0186$, $14.1940$ and $17.3699\ \mathrm{mm^{-1}}$. The last increment, multiplied by $t/\ln 10$, is $0.99998$, as the logarithm requires.

The divergence has a physical origin: a single source in an infinite insulated slab has no return path at finite distance, and its potential falls logarithmically without reaching a constant. The growing part does not depend on $r$, so it drops out of potential differences.

\subsection{The paired sum}

For $0<a<b$ define the one-sided image term
\begin{equation}
f(x)=\frac{1}{\sqrt{a^2+y^2}}-\frac{1}{\sqrt{b^2+y^2}},\qquad y=2tx,
\end{equation}
and the difference
\begin{equation}
D(a,b)=\sum_{n=-\infty}^{\infty}f(n)=\frac1a-\frac1b+2\sum_{n=1}^{\infty}f(n).
\label{eq:D}
\end{equation}
Because $-\partial_c(c^2+y^2)^{-1/2}=c(c^2+y^2)^{-3/2}$,
\begin{equation}
f=\int_a^b\frac{c\,dc}{(c^2+y^2)^{3/2}},\qquad
0<f(n)\le\frac{b^2-a^2}{2(2nt)^3}=\frac{b^2-a^2}{16n^3t^3}.
\label{eq:f}
\end{equation}
The bound follows by dropping $c^2$ in the denominator. The paired series thus converges absolutely.

The potential is also unique up to a constant. Take two solutions with the same tip currents whose difference is bounded. The singularities at the tips cancel, so the difference is harmonic with zero normal derivative on both faces. Repeated even reflection extends it to a bounded harmonic function in all space, which is constant by Liouville's theorem.

\subsection{The four tips}

Let $r_{ij}$ be the distance between tips $i$ and $j$. Tip 1 is a source and tip 4 a sink, so
\begin{align}
V&=[\phi(r_{12})-\phi(r_{42})]-[\phi(r_{13})-\phi(r_{43})]\nonumber\\
&=[\phi(r_{12})-\phi(r_{13})]+[\phi(r_{43})-\phi(r_{42})]\nonumber\\
&=\frac{\rho I}{2\pi}\left[D(r_{12},r_{13})+D(r_{43},r_{42})\right].
\label{eq:general}
\end{align}
For equal spacing, $r_{12}=r_{43}=s$ and $r_{13}=r_{42}=2s$. Both brackets equal $D(s,2s)$, and
\begin{equation}
\boxed{\rho=\frac{\pi V}{I\,D(s,2s)}=\frac{2\pi s}{G}\frac VI,\qquad G=2s\,D(s,2s).}
\label{eq:rho}
\end{equation}

\section{Summation with an error bound}

\subsection{The tail integral}

Truncating \eqref{eq:D} at $N$ omits $2\sum_{n>N}f(n)$. Each omitted term is the midpoint approximation to the integral of $f$ over a unit interval centred on $n$. These intervals join to cover $[X,\infty)$ with $X=N+\tfrac12$. Since $\int dx/\sqrt{c^2+4t^2x^2}=(2t)^{-1}\operatorname{arsinh}(2tx/c)$, and since $\operatorname{arsinh}(y/a)-\operatorname{arsinh}(y/b)\to\ln(b/a)$ as $y\to\infty$,
\begin{equation}
\int_X^\infty f\,dx=\frac1{2t}\left[\ln\frac ba-\operatorname{arsinh}\frac{2tX}{a}+\operatorname{arsinh}\frac{2tX}{b}\right].
\end{equation}
The estimate of $D$ is therefore
\begin{equation}
D_N=\frac1a-\frac1b+2\sum_{n=1}^{N}f(n)+2\int_X^\infty f\,dx .
\label{eq:DN}
\end{equation}

\subsection{Sign and size of the error}

Taylor's formula with integral remainder reads, for $u>0$,
\begin{equation}
f(n+u)=f(n)+uf'(n)+\int_0^u(u-v)f''(n+v)\,dv .
\end{equation}
Integrate over $0<u<\tfrac12$ and exchange the order of integration. The weight of $f''(n+v)$ is $\int_v^{1/2}(u-v)\,du=\tfrac12(\tfrac12-v)^2$. The left half-interval gives the mirror image, and the two $f'(n)$ terms cancel. Hence
\begin{equation}
\int_{-1/2}^{1/2}f(n+u)\,du-f(n)=\int_{-1/2}^{1/2}\kappa(u)f''(n+u)\,du,\quad
\kappa=\tfrac12\left(\tfrac12-|u|\right)^2 ,
\end{equation}
with $0\le\kappa\le\frac18$.

The sign of $f''$ follows from \eqref{eq:f}, where
\begin{equation}
\frac{\partial^2}{\partial y^2}(c^2+y^2)^{-3/2}=\frac{-3(c^2+y^2)+15y^2}{(c^2+y^2)^{7/2}}=\frac{12y^2-3c^2}{(c^2+y^2)^{7/2}} .
\end{equation}
This is non-negative for every $c\le b$ when $y\ge b/2$. So if $2tX\ge b/2$, then $f''\ge0$ on the whole tail. Summing over $n>N$, using $\int_X^\infty f''dx=-f'(X)$ and doubling for the two sides, we find
\begin{equation}
0\le D_N-D\le-\frac{f'(X)}4
=t^2X\left[\frac1{(a^2+4t^2X^2)^{3/2}}-\frac1{(b^2+4t^2X^2)^{3/2}}\right].
\label{eq:bound}
\end{equation}

For $2tX\gg b$, $f\simeq(b^2-a^2)/(16t^3x^3)$. Bare truncation then has the error
\begin{equation}
2\int_X^\infty f\,dx\simeq\frac{b^2-a^2}{16t^3X^2}.
\end{equation}
With the tail included, $f''$ varies slowly over one interval, and $\kappa$ may be replaced by its integral, $\frac1{24}$. The error becomes
\begin{equation}
D_N-D\simeq-\frac{f'(X)}{12}\simeq\frac{b^2-a^2}{64t^3X^4},
\end{equation}
one third of the bound. For $a=t=s$, $b=2s$ and $N=20$, the two formulas give $4.46\times10^{-4}/s$ and $2.65\times10^{-7}/s$; the computed errors are $4.45\times10^{-4}/s$ and $2.64\times10^{-7}/s$. The bound \eqref{eq:bound} was also tested at $t/s=0.1$, $0.725$ and $3$, with three values of $N$ each, and held to within a rounding allowance of $10^{-12}/s$.

\subsection{The algorithm}

\begin{enumerate}
\item Choose a relative tolerance $\varepsilon$ and start with an integer $N\ge b/(4t)$, which ensures $2tX\ge b/2$.
\item Evaluate $D_N$ from \eqref{eq:DN} and the bound from \eqref{eq:bound}.
\item If the bound exceeds $\varepsilon D_N$, double $N$ and repeat.
\item Insert $D_N$ in \eqref{eq:rho}.
\end{enumerate}

For a thin slab $D\simeq\ln 2/t$, as shown below. With $a=s$, $b=2s$, the bound is approximately $9s^2/(64t^3X^4)$, so the required cut-off is
\begin{equation}
X\simeq\left(\frac{9s^2}{64\ln2\;t^2\varepsilon}\right)^{1/4}.
\end{equation}
For $t/s=0.1$ and $\varepsilon=10^{-11}$ this is about $1190$; the doubling sequence stopped at $N=1280$. The image terms are subtracted pair by pair, so the divergent single-probe sums are never formed; only the two $\operatorname{arsinh}$ terms of the tail grow as $\ln X$, and they cancel with little loss. The bound covers truncation, not rounding: in double precision at $t/s=0.1$ the error stops falling near $10^{-14}/s$, so a smaller tolerance has no meaning.

\section{The two limits}

\subsection{Thin sheet}

Poisson's formula replaces the sum of $f(n)$ by the sum of its Fourier integrals at integer frequencies $k$. For $k=0$ the integral over both sides is $\ln(b/a)/t$. For $k\ne0$, put $y=2tx$ and use $\int_{-\infty}^{\infty}\cos(qy)(c^2+y^2)^{-1/2}dy=2K_0(qc)$, with $q=\pi|k|/t$ and $K_0$ the modified Bessel function. The factor $dx=dy/(2t)$ cancels the 2. Adding $k$ and $-k$ gives
\begin{equation}
D(a,b)=\frac1t\left\{\ln\frac ba+2\sum_{k=1}^{\infty}\left[K_0\!\left(\frac{\pi ka}{t}\right)-K_0\!\left(\frac{\pi kb}{t}\right)\right]\right\}.
\label{eq:bessel}
\end{equation}
The logarithm is the potential difference in a two-dimensional sheet. The other terms describe variation of the current through the thickness and die out laterally. For $t\ll s$,
\begin{equation}
D(s,2s)\to\frac{\ln2}{t},\qquad G\to\frac{2s\ln2}{t},\qquad
\rho\to\frac{\pi t}{\ln2}\frac VI .
\end{equation}
The leading relative correction to $D$ is $2K_0(\pi s/t)/\ln2$. With $K_0(z)\simeq\sqrt{\pi/2z}\,e^{-z}$ it becomes
\begin{equation}
\frac{2}{\ln2}\sqrt{\frac{t}{2s}}\;e^{-\pi s/t}.
\end{equation}
Because of the exponential, the sheet formula does not need $t$ to be very small: it overestimates $\rho$ by only $0.26\%$ at $t=s/2$, though by $8.5\%$ at $t=s$.

\subsection{Half-space}

For $t>s$ every image distance $y=2nt$ exceeds $2s$, and each term may be expanded:
\begin{equation}
\frac1{\sqrt{c^2+y^2}}=\frac1y-\frac{c^2}{2y^3}+\frac{3c^4}{8y^5}-\cdots .
\end{equation}
The $1/y$ parts, which caused the divergence, cancel in $f$. With $a=s$ and $b=2s$,
\begin{equation}
f(n)=\frac{3s^2}{2(2nt)^3}-\frac{45s^4}{8(2nt)^5}+\cdots
=\frac{3s^2}{16n^3t^3}-\frac{45s^4}{256n^5t^5}+\cdots .
\end{equation}
Since $G=1+4s\sum_{n\ge1}f(n)$,
\begin{equation}
G=1+\frac{3\zeta(3)}4\left(\frac st\right)^3-\frac{45\zeta(5)}{64}\left(\frac st\right)^5+\cdots,
\end{equation}
where $\zeta(p)=\sum_{n\ge1}n^{-p}$. As $t\to\infty$, $\rho\to2\pi sV/I$. At $t=10s$, the computed $(G-1)(t/s)^3$ is $0.894313$, against $0.894252$ from the two terms.

\subsection{Between the limits}

All image terms are positive, so $D(s,2s)>1/(2s)$. Also, $K_0$ decreases, so every bracket in \eqref{eq:bessel} is positive and $D(s,2s)>\ln2/t$. Within this model both limiting formulas therefore overestimate $\rho$. Computed values are:
\begin{center}
\begin{tabular}{rrr}
$t/s$ & $G$ & $2s\ln2/(tG)$\\ \hline
0.2 & 6.9315 & 1.0000\\
0.5 & 2.7799 & 0.9974\\
1 & 1.5045 & 0.9215\\
2 & 1.0939 & 0.6337\\
5 & 1.0070 & 0.2753
\end{tabular}
\end{center}
The last column multiplies the thin-sheet result to give the slab result.

Correct limits do not guarantee accuracy between them. The closed expression $\ln2/\ln[\sinh(t/s)/\sinh(t/2s)]$ tends to $1$ for a thin slab and to $2s\ln2/t$ for a thick one, as the last column should. Over $0.1\le t/s\le20$ its largest deviation from that column is $-7.5\%$, near $t=s$.

\section{A silicon wafer}

\subsection{The numbers}

Take $s=1$ mm, $t=0.725$ mm and a chosen reading of $10$ mV at $0.3$ mA, so $V/I=33.333\ \Omega$. The direct term is $1/s-1/(2s)=0.5\ \mathrm{mm^{-1}}$. The first four one-sided image terms are $0.162928$, $0.042124$, $0.015175$ and $0.006912\ \mathrm{mm^{-1}}$. Thus
\begin{equation}
0.5+2(0.162928+0.042124+0.015175+0.006912)=0.95428\ \mathrm{mm^{-1}}.
\end{equation}
The tail integral raises this to $0.97756\ \mathrm{mm^{-1}}$, with an error bound of $7.8\times10^{-4}\ \mathrm{mm^{-1}}$. The converged value is $D=0.97730\ \mathrm{mm^{-1}}$. Four pairs of images alone are $2.4\%$ low; with the tail they are $0.03\%$ high. Then
\begin{equation}
\rho=\frac{\pi(33.333\ \Omega)}{0.97730\ \mathrm{mm^{-1}}}=107.15\ \Omega\,\mathrm{mm}=10.7\ \Omega\,\mathrm{cm}=0.107\ \Omega\,\mathrm m .
\end{equation}
The sheet formula gives $10.95\ \Omega\,$cm, which is $2.2\%$ high; the half-space formula gives $20.9\ \Omega\,$cm, which is $95\%$ high. Although $t$ is close to $s$, the wafer is much nearer to a sheet.

\subsection{Independent solutions}

Separation of variables gives a check without images. In units of $\rho I/2\pi$, a half-space source has potential $\int_0^\infty J_0(kr)e^{-kz}dk$, where $J_0$ is a Bessel function. An insulating face at $z=t$ changes $e^{-kz}$ to $\cosh[k(t-z)]/\sinh(kt)$, which has the same normal derivative at $z=0$ and none at $z=t$. On the surface the factor is $\coth(kt)=1+2/(e^{2kt}-1)$, so
\begin{equation}
D(a,b)=\frac1a-\frac1b+2\int_0^\infty\frac{J_0(ka)-J_0(kb)}{e^{2kt}-1}\,dk .
\end{equation}
At small $k$ a single $J_0$ would give an integrand $1/(kt)$ and a logarithmic divergence; the difference gives $k(b^2-a^2)/(4t)$, which is harmless. This integral, the Bessel series \eqref{eq:bessel} and the image sum all give $0.97730477\ \mathrm{mm^{-1}}$.

A finite-volume solution of Laplace's equation, with one source at the centre of a disc of radius $5s$ and a grounded rim, gives $0.97734\ \mathrm{mm^{-1}}$ on a mesh of $0.0125s$. The rim supplies the missing return path. It fixes the constant in the logarithmic potential and disturbs the difference through exponentially small terms.

\subsection{What the real wafer breaks}

The thickness and a radius of 100 mm are typical of a 200 mm silicon wafer. With a rough hole mobility of $450\ \mathrm{cm^2/Vs}$, the result corresponds to $1.3\times10^{15}$ holes per $\mathrm{cm^3}$, a light doping. Of the departures estimated here, a conducting back has the largest effect. If the back makes ohmic contact with metal, odd reflections give images of alternating sign, and $V$ falls to $0.24$ of its insulating-back value at the same $\rho$ and $I$. Equation \eqref{eq:rho} would then report about a quarter of the true resistivity.

Consider the geometry next. Let each tip be misplaced by $\delta=10\ \mu$m along the row. In the worst case tips 1 and 2 approach each other, as do tips 3 and 4, or both pairs separate. In a thin sheet $V\propto\ln[r_{13}r_{42}/(r_{12}r_{43})]$, so the relative change is about $4\delta/(2s\ln2)=2.9\%$; the slab sum \eqref{eq:general} gives $3.1\%$. A straight insulating edge 5 mm away and parallel to the row acts as a mirror and raises $V$ by $2.1\%$. The finite disc raises it by $0.02\%$ for a central row. For current tips of radius $50\ \mu$m, correcting the direct term alone raises $V$ by $0.04\%$; the images are then discs too, and including them reduces the rise to about $0.02\%$. A thickness entered $1\%$ too large raises $\rho$ by $0.89\%$, close to the sheet value of $1\%$.

The material adds its own limits. If the mobility falls roughly as $T^{-2.3}$, warming from 300 K by 1 K raises $\rho$ by $0.8\%$. Resistive heating of the silicon under a current tip of radius $50\ \mu$m is estimated at below 1 mK, with heat from any contact resistance left out. It grows as the inverse square of the contact radius, to about 80 mK for a contact of radius $5\ \mu$m. A depletion layer with 0.5 V band bending is about $0.7\ \mu$m wide, $0.1\%$ of the thickness.

Minority-carrier injection can change the local conductivity by much more. Suppose that the whole current at one tip is carried by injected electrons, which diffuse and recombine in the bulk, with drift and surface recombination neglected. At the neighbouring inner tip the local conductivity rises by $0.14\%$ for a lifetime of $10\ \mu$s, but by $32\%$ for $1000\ \mu$s. In $p$-type material electrons enter where the current leaves, at tip 4, so the neighbour is tip 3; with the current reversed it is tip 2. These figures size a local effect at full injection and are not corrections to $V$. In this estimate the rise is proportional to the injected fraction. The estimate assumes low injection, which fails close to the tip: under a tip of radius $50\ \mu$m the electron density is about twice the doping. Including ambipolar transport and drift in the field of that tip alone changes the two figures to about $0.17\%$ and $31\%$. Surface recombination matters more: velocities of $10^2$ and $10^3$ cm/s on both faces reduce the $32\%$ to about $15\%$ and $1.6\%$. In a long-lifetime wafer, injection may therefore matter far more than the numerical error of the geometrical factor, unless the contacts inject little or carriers recombine quickly at the surfaces.

\section*{Numbers as computed}
\begin{verbatim}
spacing 1.000 mm, thickness 0.725 mm
reading 10.0 mV at 0.30 mA, V/I = 33.3333 ohm
single-probe sums, N=1e3,1e4,1e5: 11.0186 14.1940 17.3699 /mm
t * slope against ln N: 0.999980
n=0 difference: 0.500000 /mm
image term n=1 (one side): 0.162928 /mm
image term n=2 (one side): 0.042124 /mm
image term n=3 (one side): 0.015175 /mm
image term n=4 (one side): 0.006912 /mm
D truncated at N=4: 0.954276 /mm
D with tail at N=4: 0.977559 /mm, bound 7.8e-04 /mm
actual error of that estimate: 2.5e-04 /mm
D converged: 0.97730477 /mm with N=512
D by Bessel series: 0.97730477 /mm
D by Hankel integral: 0.97730477 /mm
D by finite volumes: 0.977341 /mm
G = 1.954610
resistivity: 10.7152 ohm cm = 0.107152 ohm m
thin-sheet formula: 10.9532 ohm cm (+2.22 %)
half-space formula: 20.9440 ohm cm (+95.46 %)
t/s, G, thin-sheet factor 2 ln2 s/(t G), N used:
   0.10  13.862944  1.000000  1280
   0.20   6.931473  1.000000  1536
   0.50   2.779921  0.997362  1024
   1.00   1.504459  0.921457   512
   2.00   1.093885  0.633656   256
   5.00   1.006987  0.275335   128
  10.00   1.000894  0.138506   128
(G-1)(t/s)^3 at t/s=10: 0.894313, two-term series 0.894252
N=20, t=s: raw error 4.45e-04, with tail 2.64e-07 (units 1/s)
sinh interpolation, worst deviation -7.50 % at t/s=1.00
metal back: V is 0.2427 of the insulating-back V
finite disc, radius 100 mm, row at centre: V +0.0212 %
row parallel to an edge 5 mm away: V +2.07 %
tips misplaced by 10 um each, worst case: V 3.08 %
current tips of radius 50 um: V +0.037 %
thickness +1 %: rho +0.89 %
rough inputs: mu_n 1400, mu_p 450 cm2/Vs, exponent 2.3
rough inputs: 150 W/(m K), eps_r 11.7, bending 0.5 V
hole density: 1.29e+15 cm^-3
wafer 1 K warmer than 300 K: rho +0.77 %
tip spreading voltage 0.161 V, tip heating 8.04e-04 K
mean field under tip: 40.9 V/cm
depletion width: 0.71 um = 0.10 % of thickness
full injection, 10 us, L=0.19 mm: sigma at tip 2 +0.14 %
full injection, 1000 us, L=1.90 mm: sigma at tip 2 +32.40 %
\end{verbatim}
